# Image energy of an electron midway between two metal plates

## Question

I am trying to find the shape of the tunnel barrier in a thin gate insulator, and I am stuck on the image term. The insulator is 2 nm thick, has relative permittivity 5, and lies between two metals that I treat as ideal. The electron is halfway across. How much do the metals lower its energy?

Adding the textbook image energies of two separate planes gives me 0.144 eV. But each image should itself be reflected in the opposite plate. When I include further images, the answer jumps to 0.072 eV, then to 0.120 eV. Does this series have a definite value, and may I add its terms in this order? I am also unsure where the factor 1/2 in the energy comes from, and whether ideal metals are a fair model at this thickness.

## Answer

The series has a definite value, and adding the images in symmetric pairs is justified. Your 0.144 eV is its first partial sum.

### The model and its images

Let the electron have charge \(q=-e\) and sit at \(z=0\), with grounded plates at \(z=\pm d/2\). The insulator has a uniform, linear permittivity \(\varepsilon_0\varepsilon_r\), and the electron is treated as a classical point charge. I measure its energy \(W\) from that of the same electron in an unbounded piece of the same insulator. A negative \(W\) is therefore a stabilisation by the metals.

Reflection in a grounded plane reverses the sign of a charge. Repeated reflection in both plates gives charges

\[
q_n=(-1)^n q \quad\text{at}\quad z_n=nd,\qquad n=\pm1,\pm2,\ldots
\]

with the electron itself as \(n=0\).

Keep the charges with \(|n|\le N\) and look at the plate \(z=+d/2\). Charges \(n\) and \(1-n\) are mirror images in this plate and have opposite signs, so their potentials cancel all over it. The pairs use up every charge except \(n=-N\), which lies \((N+\tfrac12)d\) from the plate. The potential left on the plate is thus at most

\[
\delta_N=\frac{e}{4\pi\varepsilon_0\varepsilon_r\,(N+\tfrac12)d}
\]

in magnitude. By symmetry the same holds on the other plate.

The difference between the true potential and the truncated one obeys Laplace's equation in the gap, because both contain the same real electron and all images lie outside the gap. It also vanishes far from the axis. Such a function cannot exceed its largest magnitude on the boundary, so the error at the electron is at most \(\delta_N\). Since \(\delta_N\to0\), the symmetric sum converges to the right potential.

### Summing the series

The two images \(\pm n\) are both at distance \(nd\) from the electron. The potential that the metals induce there is

\[
\phi_{\rm ind}=\frac{2q}{4\pi\varepsilon_0\varepsilon_r d}\sum_{n=1}^{\infty}\frac{(-1)^n}{n}.
\]

To find the sum, start from the finite geometric series

\[
\frac1{1+t}=\sum_{m=0}^{N-1}(-t)^m+\frac{(-t)^N}{1+t}
\]

and integrate from 0 to 1:

\[
\ln2=\sum_{n=1}^{N}\frac{(-1)^{n-1}}{n}+R_N,\qquad
|R_N|\le\int_0^1t^N\,dt=\frac1{N+1}.
\]

The remainder vanishes as \(N\to\infty\), so the sum in \(\phi_{\rm ind}\) equals \(-\ln2\) and

\[
\phi_{\rm ind}=-\frac{2q\ln2}{4\pi\varepsilon_0\varepsilon_r d}.
\]

### Where the half comes from

The images stand for charge on the plates, and that charge grows along with the electron's charge. Build the electron up in place, so that at some moment its charge is \(sq\), with \(0\le s\le1\). By linearity the induced potential is then \(s\phi_{\rm ind}\), and adding \(q\,ds\) costs the extra work \(q\,s\phi_{\rm ind}\,ds\). The work against the charge's own direct field is the same in the unbounded insulator, so it drops out of \(W\). Charge flowing to the grounded plates moves at zero potential and adds no work. Hence

\[
W=\int_0^1 q\,s\,\phi_{\rm ind}\,ds=\frac12q\phi_{\rm ind}
=-\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon_r d}.
\]

The force on the plates gives a separate check. Imagine a fluid insulator, and move both plates outward by \(dd/2\) while the electron stays in the middle. If each plate is pulled inward with force \(F\), the work done is \(2F\,dd/2=F\,dd\), so

\[
F=\frac{dW}{dd}=\frac{e^2\ln2}{4\pi\varepsilon_0\varepsilon_r d^2}.
\]

The same force follows from the plate's surface charge. At the plate, the two members of each mirror pair give equal normal fields. With \(a_m=(m+\tfrac12)d\) and \(\rho\) the distance from the axis,

\[
\sigma(\rho)=\frac{e}{2\pi}\sum_{m=0}^{\infty}\frac{(-1)^m a_m}{(\rho^2+a_m^2)^{3/2}},
\qquad
F=\int_0^\infty\frac{\sigma^2}{2\varepsilon_0\varepsilon_r}\,2\pi\rho\,d\rho .
\]

For your gap, numerical integration of this expression gives \(8.00\times10^{-12}\) N, and the slope of \(W\) gives the same. Without the half, the slope would be twice the force.

### Your numbers

The Coulomb energy scale, in electronvolts, is

\[
\frac{e}{4\pi\varepsilon_0\varepsilon_r d}
=\frac{1.602\times10^{-19}}{4\pi(8.854\times10^{-12})(5)(2.00\times10^{-9})}
=0.1440 .
\]

Therefore

\[
W=-0.1440\ \text{eV}\times0.6931=-0.0998\ \text{eV}
=-1.60\times10^{-20}\ \text{J}.
\]

**The stabilisation is about 0.10 eV.** A grid solution of Laplace's equation with both plates at zero potential, which uses no image series, also gives \(-0.0998\) eV.

Your three values are the sums with one, two and three images per side. With 10 per side the stabilisation is 0.0930 eV, and with 60 it is 0.0986 eV. The slow approach reflects the \(1/N\) error. Adding two isolated planes stops at \(N=1\) and overestimates the result by a factor \(1/\ln2\), or 44%.

### Away from the middle

For a barrier shape you need other positions too. Let \(x\) be the distance from one plate and \(f=x/d\). Measured from that plate, reflection gives charges \(q\) at \(x+2nd\) and \(-q\) at \(-x+2nd\). If \(|n|\le N\), the pairs cancel on the plate at 0. On the plate at \(d\), two distant charges remain unpaired, and their potential vanishes as \(N\to\infty\), so the earlier argument applies.

Seen from the electron, the like charges are at distances \(2d,4d,\ldots\) on both sides. The opposite charges are at \(2x+2nd\) on one side and \(2(d-x)+2nd\) on the other, with \(n=0,1,\ldots\). Using \(W=\tfrac12q\phi_{\rm ind}\),

\[
W(f)=-\frac{e^2}{16\pi\varepsilon_0\varepsilon_r d}
\sum_{n=0}^{\infty}\left[\frac1{n+f}+\frac1{n+1-f}-\frac2{n+1}\right].
\]

At \(f=\tfrac12\) the sum is \(4\left(1-\tfrac12+\tfrac13-\cdots\right)=4\ln2\), which returns the midplane result. The first two terms in the bracket combine to

\[
\frac{2n+1}{n(n+1)+f(1-f)} .
\]

This is smallest when \(f(1-f)\) is largest, at \(f=\tfrac12\), so the middle is the least stabilised position. At a quarter of the gap the stabilisation is 0.150 eV. Close to a plate the \(n=0\) term \(1/f\) dominates and gives the single-plane law \(-e^2/(16\pi\varepsilon_0\varepsilon_r x)\). Its divergence at \(x=0\) marks the failure of the point-charge, sharp-surface model.

### Are ideal metals good enough?

A real metal screens over a finite length \(\lambda\). In the Thomas–Fermi model its potential obeys \(\nabla^2\phi=\phi/\lambda^2\). Split the electron's potential into waves of wavenumber \(k\) along the plates:

\[
\frac{q}{4\pi\varepsilon_0\varepsilon_r\sqrt{\rho^2+z^2}}
=\frac{q}{4\pi\varepsilon_0\varepsilon_r}\int_0^\infty J_0(k\rho)\,e^{-k|z|}\,dk .
\]

Each wave decays as \(e^{-\kappa s}\) at depth \(s\) in the metal, with \(\kappa^2=k^2+\lambda^{-2}\). Let \(r\) be the reflected amplitude and \(t\) the transmitted one. Taking the metal's background permittivity as \(\varepsilon_0\), continuity of potential and of normal displacement requires

\[
1+r=t,\qquad \varepsilon_r k(1-r)=\kappa t
\quad\Rightarrow\quad
r=\frac{\varepsilon_r k-\kappa}{\varepsilon_r k+\kappa}.
\]

A wave returning to the middle after \(n\) reflections carries the factor \((re^{-kd})^n\). Two such sequences exist, one starting towards each plate. Summing both geometric series gives

\[
W=\frac{e^2}{8\pi\varepsilon_0\varepsilon_r}\int_0^\infty
\frac{2re^{-kd}}{1-re^{-kd}}\,dk .
\]

Ideal metals have \(r=-1\), and the integral is then \(-2\ln2/d\), as before. When \(\varepsilon_r k\lambda\) is small, \(\kappa\approx1/\lambda\) and \(r\approx-e^{-2\varepsilon_r k\lambda}\). This acts like an ideal gap of width \(d+2\varepsilon_r\lambda\).

For a rough \(\lambda=0.05\) nm the effective gap is 2.50 nm, and the ideal formula then gives a stabilisation of 0.080 eV. The full integral gives 0.079 eV, about 20% below the ideal-metal value. This figure belongs to the Thomas–Fermi model. Within the model it runs from 0.087 to 0.070 eV as \(\lambda\) goes from 0.03 to 0.08 nm. The model also confines the electrons behind a sharp edge, so it always pushes the image planes inward. In a self-consistent jellium model of similar electron density the electrons spill out, and the image plane lies roughly 0.06 to 0.08 nm outside the edge of the positive background. That narrows the effective gap and raises the stabilisation. For a real interface, both the sign and the size of the correction depend on the atomic structure and on where \(d\) is measured from. The estimate shows only that the ideal-metal value is uncertain by some tens of percent at this thickness.

### Use in a gate stack

A 2 nm film is in the range of thin gate dielectrics, but a permittivity of 5 is well below a typical static value for a high-k oxide, roughly 20. For such an oxide, a value near 5 describes the fast electronic response alone, and I assume that this is what your value means. For a rough 1.5 eV barrier and an effective mass of 0.2 electron masses, the semiclassical crossing time of a flat barrier is 1.2 fs, while a 0.05 eV phonon has a period of 83 fs. The ions then have little time to respond. An electron held in the middle long enough for them to do so would, with permittivity 20, be stabilised by ideal metals by only 0.025 eV. In the Thomas–Fermi model with the same \(\lambda\), screening reduces this to 0.011 eV. This is a larger fraction than at permittivity 5, because the shift \(2\varepsilon_r\lambda\) grows with the permittivity. The figure of 0.025 eV leaves out the energy it gains by polarising the ions around it, which it would also gain in an unbounded insulator. The metal's response is less clearly instantaneous: a rough 10 eV bulk plasmon has a period of 0.41 fs, a third of the crossing time, and the image charge is carried by slower interface modes. For a free-electron metal their frequencies are \(\omega_p/\sqrt{1+\varepsilon_r\tanh(kd/2)}\) and \(\omega_p/\sqrt{1+\varepsilon_r\coth(kd/2)}\). At \(kd=1\) these give periods of 0.75 fs and 1.4 fs, comparable to the crossing time. I have not calculated the effect of that delay. Many real stacks also have a semiconductor on one side or an interfacial layer, and this symmetric model does not cover them.

At zero bias, the ideal-metal image term lowers the 1.5 eV barrier at the midplane to 1.40 eV. With ideal metals, a bias of 0.5 V produces a field of 2.5 MV/cm, half of a rough 5 MV/cm breakdown field. In the Thomas–Fermi model part of the bias drops inside the metals, and the field falls to 2.0 MV/cm. The bias lowers the midplane by a further 0.25 eV relative to the Fermi level of the injecting metal. In this linear model the two terms simply add, giving 1.15 eV there. The bias also tilts the barrier, so its highest point moves away from the middle, towards the injecting metal.

The numerical output below lists the values used here.

## Calculated quantities

```
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Gap: 2.00 nm
Relative permittivity: 5.0 (dimensionless)
ln 2: 0.693147 (dimensionless)
Coulomb scale e^2/(4 pi eps0 eps_r d): 0.14400 eV
Midplane image energy: -1.5991e-20 J
Midplane image energy: -0.09981 eV
Same from Laplace grid: -0.09981 eV
Image sum, 1 per side: -0.14400 eV
Image sum, 2 per side: -0.07200 eV
Image sum, 3 per side: -0.12000 eV
Image sum, 10 per side: -0.09297 eV
Image sum, 60 per side: -0.09862 eV
Wrong value if the half is omitted: -0.19962 eV
Force on each plate, from its charge: 7.9957e-12 N
Slope of energy with gap: 7.9957e-12 N
Image energy at quarter gap: -0.14972 eV
Rough metal screening length: 0.050 nm
Midplane energy with screening: -0.07942 eV
Effective gap with receded planes: 2.50 nm
Ideal formula at effective gap: -0.07985 eV
Rough static permittivity: 20.0 (dimensionless)
Midplane energy, static permittivity: -0.02495 eV
Rough barrier before image term: 1.50 eV
Midplane barrier with image term: 1.400 eV
Image share of barrier: 6.65 %
Rough effective mass: 0.20 electron masses
Semiclassical crossing time: 1.23 fs
Rough phonon energy: 0.050 eV
Phonon period: 82.7 fs
Rough metal plasmon energy: 10.0 eV
Plasmon period: 0.41 fs
Example bias: 0.50 V
Field at that bias: 2.50 MV/cm
Rough breakdown field: 5.0 MV/cm
Size of midplane bias shift: 0.250 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
```
